Conductivity of Site-Excluding Vacancies: The c(1−c) Law and Its Limits

To compute the ionic conductivity of a doped oxide film from a vacancy hop rate, one must decide which number of carriers multiplies that rate. It could be the vacancy fraction c, the ion fraction 1−c, or their product, perhaps with a further factor for correlated jumps. At a fixed hop rate, the choice also settles whether more dopant should raise or lower the computed conductivity. For vacancies on equivalent sites with a single hop rate, which exclude one another from a site and interact in no other way, the answer is the product c(1−c), with no correlation factor. Two derivations follow: one drives the lattice with a field and counts hops, the other uses diffusion and thermal equilibrium.

**The model and its units**

The mobile ions occupy a simple cubic lattice with spacing a, so that each site has volume a³. A fraction c of the sites is vacant. A vacancy carries charge Z relative to the filled lattice; for a missing O²⁻ ion, Z = +2. When a vacancy moves one site forward, an ion of charge −Z moves one site backward. These are two descriptions of one charge transfer, and it is counted once.

At zero field a vacancy exchanges with an ion on a given neighbouring site at rate Γ. Γ refers to one chosen neighbour, not to the sum over all six. If the neighbour is also vacant, no hop occurs. All sites have the same energy, and Γ does not depend on the surrounding occupation.

The algebra uses atomic units, with e = 1, and kT denotes an energy. Let n_i = 1 if site i is vacant and n_i = 0 if it holds an ion. Angle brackets denote averages.

**First derivation: counting hops in a field**

Apply a uniform field E along +x, a cube axis. With the saddle point midway between sites, a vacancy moving along +x gains energy ZEa/2 by the time it reaches the saddle. This lowers the forward barrier and raises the backward barrier by the same amount. The rates are therefore

W₊ = Γ exp(u), W₋ = Γ exp(−u), u = ZEa/(2kT).

Hops perpendicular to the field keep the rate Γ. A forward hop from i to i+1 needs a vacancy on i and an ion on i+1; a backward hop needs the reverse. The net number of vacancies crossing this bond per unit time is

J = Γ[exp(u)⟨n_i(1−n_{i+1})⟩ − exp(−u)⟨n_{i+1}(1−n_i)⟩].

The averages belong to the driven steady state, so inserting c(1−c) at this point would be an assumption. The steady state has to be found first.

Take N sites with periodic boundaries and M vacancies, and give every arrangement of the vacancies the same probability. For one arrangement, let A be the number of x-bonds that read vacant-filled in the +x direction, and B the number that read filled-vacant. Forward hops leave the arrangement across the A bonds, and backward hops leave it across the B bonds:

rate out along x = Γ[A exp(u) + B exp(−u)].

Now count arrivals. Immediately after a forward hop, the bond reads filled-vacant. Each B bond can therefore have been produced by one forward hop, and each A bond by one backward hop:

rate in along x = Γ[B exp(u) + A exp(−u)].

Each row of sites along x closes on itself. In one trip round it, every change from vacant to filled must be matched by a change from filled to vacant. Hence A = B, and the two rates agree. For perpendicular hops, each mixed bond contributes Γ both to the outflow and to the inflow. Equal probability is thus stationary at any field strength. Since exchanges along bonds connect all arrangements with the same M, it is the unique steady state.

The average is now a matter of counting. Site i is vacant with probability M/N. Given that, the other N−1 sites hold N−M ions, so a chosen neighbour is filled with probability (N−M)/(N−1). Therefore

⟨n_i(1−n_{i+1})⟩ = M(N−M)/[N(N−1)].

With M = cN this becomes

⟨n_i(1−n_{i+1})⟩ = c(1−c) N/(N−1),

which tends to c(1−c) for a large lattice. The reversed pair has the same average, so the bond current is

J = Γc(1−c)[exp(u) − exp(−u)] = 2Γ sinh(u) c(1−c).

Each area a² perpendicular to the field is crossed by one x-bond, and each net crossing carries charge Z. The current density is therefore

j = ZJ/a² = (2ZΓ/a²) sinh(u) c(1−c).

For a weak field sinh(u) ≈ u, and

j ≈ (2ZΓ/a²)[ZEa/(2kT)]c(1−c) = [Z²Γc(1−c)/(akT)]E.

The coefficient of E is the conductivity:

σ = Z²Γc(1−c)/(akT).

The finite-field law was tested by solving the hop equations on a periodic 4 × 3 lattice at u = 0.827, without assuming the steady state. After averaging over independently occupied sites, J/[2Γ sinh(u)] was 0.1875 at c = 0.25 and 0.2500 at c = 0.50, equal to c(1−c) at the digits given. In three dimensions, three vacancies on 27 sites gave 0.102564, which is the finite-lattice value 3·24/(27·26).

**Why there is no correlation factor**

At zero field, the net drift rate of one given arrangement is the number of possible forward hops minus the number of possible backward hops, times Γ:

Γ Σ[n_i(1−n_{i+1}) − n_{i+1}(1−n_i)] = Γ Σ(n_i − n_{i+1}) = 0.

The products n_i n_{i+1} cancel, and the remaining sum vanishes round a closed row. No arrangement therefore favours a return current after a hop. The same fact appears when a field is switched on: the equal-probability state is already the steady state, so the mean current takes its final value at once.

A labelled ion behaves differently. Just after it jumps, the site behind it is certainly vacant, which favours a jump back. That correlation affects the spreading of labelled ions. The electric current does not distinguish one ion from another, so the corresponding factor must not be inserted in σ.

**Second derivation: diffusion balanced against drift**

This route starts without a field. The net vacancy flow from i to a neighbour j is

J_ij = Γ⟨n_i(1−n_j) − n_j(1−n_i)⟩ = Γ(⟨n_i⟩ − ⟨n_j⟩).

The pair terms cancel again, so exclusion leaves no trace in the equation for the mean occupation. For a smooth profile c(x), the difference between neighbouring planes is −a dc/dx. Dividing by the area a² gives the flux of vacancies:

flux = −(Γ/a) dc/dx.

The number density is ρ = c/a³, so dc/dx = a³ dρ/dx, and

flux = −Γa² dρ/dx, D = Γa².

This diffusion coefficient describes the decay of density differences and does not depend on c. On a ring, a density wave of wavenumber k decays at the rate

λ = 2Γ[1 − cos(ka)] ≈ Γa²k² for small ka,

as substitution of cos(kia) into the linear equation shows. For ten sites and the longest wave, ka = 2π/10 and λ = 0.382Γ. The slowest relaxation rate of the full hop equations had this value for every number of vacancies from one to nine.

Now place the vacancies in a static electric potential φ(x) that varies slowly over one spacing, and let them reach equilibrium. No current flows. Each site has two states: an ion, with weight 1, or a vacancy, with weight exp[(μ−Zφ)/kT], where μ is the vacancy chemical potential. There is no other interaction, so the sites are statistically independent and

c = 1/(1+w), w = exp[(Zφ−μ)/kT].

Differentiating, with dw/dx = (w/kT)Z dφ/dx,

dc/dx = −[w/(1+w)²](Z/kT) dφ/dx.

Since 1−c = w/(1+w), the bracket equals c(1−c). With E = −dφ/dx,

dc/dx = c(1−c)ZE/kT.

Positive vacancies gather in the direction of the field, as they should. To first order in the field and the gradient, the electric current is drift plus diffusion:

j = σE − ZD dρ/dx = σE − (ZD/a³) dc/dx.

In equilibrium j = 0. Inserting the gradient gives

σE = (ZD/a³)c(1−c)ZE/kT,

and with D = Γa²

σ = Z²Γc(1−c)/(akT).

Here c(1−c) arises from statistics, not from a blocked hop. It is the variance of a site's occupation: because n_i² = n_i, ⟨n_i²⟩ − ⟨n_i⟩² = c − c². A nearly full or nearly empty lattice has little freedom to change its occupation, and it responds weakly to a field for that reason.

**The maximum and the two dilute limits**

At fixed T, a and Γ,

dσ/dc = [Z²Γ/(akT)](1−2c), d²σ/dc² = −2Z²Γ/(akT) < 0.

The maximum lies at c = 1/2, with

σ_max = Z²Γ/(4akT).

For c ≪ 1, σ ≈ Z²Γc/(akT): each vacancy moves independently. For 1−c ≪ 1, σ ≈ Z²Γ(1−c)/(akT): a few ions move through an almost empty lattice. Exchanging the words vacancy and ion maps one limit onto the other, which is why the curve is symmetric.

The fixed Γ matters. Suppose instead that the migration barrier rises linearly with occupation, so that Γ = Γ₀exp(−βc) with β > 0, while exclusion is treated as before. Setting the derivative of ln σ to zero gives

1/c − 1/(1−c) − β = 0.

Multiplying by c(1−c) gives 1 − 2c = βc(1−c), or

βc² − (β+2)c + 1 = 0.

The root between 0 and 1 is

c_peak = [β + 2 − √(β²+4)]/(2β).

It approaches 1/2 as β → 0 and 1/β for large β. A maximum at small c can therefore come from a barrier that depends on composition, even though site exclusion alone puts it at one half.

**What each derivation assumes**

The first derivation assumes a uniform field, equivalent sites and the stated rates. In return it identifies the driven steady state and gives the current beyond the linear regime. The factor sinh(u) depends on the midpoint saddle. The weak-field result needs less: if W₊/W₋ = exp(2u) and both rates tend to Γ, then W₊ − W₋ = W₋[exp(2u) − 1] ≈ 2uΓ, whatever the saddle position.

The second derivation does not need the driven steady state or the way the field divides between forward and backward rates. It assumes thermal equilibrium in a static potential, slow variation in space, and a current linear in field and gradient. It says nothing about strong fields.

The second route also shows what interactions change. If μ(c) is the chemical potential without the electrical energy, equilibrium requires μ(c) + Zφ to be constant, so dc/dx = (dc/dμ)ZE. Zero current then gives

σ = (Z²D/a³) dc/dμ.

For exclusion alone, μ = kT ln[c/(1−c)] plus a constant, so dc/dμ = c(1−c)/kT. With interactions, both D and dc/dμ can depend on c in other ways.

A ring of 12 sites shows the effect. Let neighbouring vacancies repel by 4kT, with hop rates Γexp[−ΔE/(2kT)] for an energy change ΔE. Among zero to six vacancies, the weak-field current is largest at four. Divided by 2Γu, it is 0.221 there and 0.117 at six, which is half occupancy. Exclusion alone would give 4·8/(12·11) = 0.242 and 6·6/(12·11) = 0.273. One contribution is visible in the ordered arrangements. With every second site vacant, any hop creates a contact and has rate Γexp(−2); with every third site vacant, the first hop creates none and has rate Γ. The first pattern carries 62% of the equilibrium weight at six vacancies; the second carries only 3% at four, where it is one of many contact-free arrangements. The zero-field drift is no longer zero in each arrangement either: for five vacancies it reaches 5.52Γ, so the argument against a correlation factor fails. Counting equilibrium hops alone would give 0.226 at four vacancies and 0.161 at six, so correlation multiplies the current by 0.98 and 0.72.

**A Dy-doped hafnia capacitor**

Consider a 10 nm film in which 4% of the cations are Dy. Treat it as cubic fluorite, whose oxygen sites form a simple cubic lattice. The inputs are rough typical values: spacing 0.255 nm, migration barrier 0.70 eV, attempt frequency 10¹³ Hz and relative permittivity 30. The field is 1 MV/cm.

Suppose that each Dy³⁺ on a Hf⁴⁺ site is compensated by oxygen vacancies alone. For Hf(1−x)Dy(x)O(2−δ), neutrality requires

4(1−x) + 3x = 2(2−δ), so δ = x/2.

There are two oxygen sites per cation, hence c = δ/2 = x/4. For x = 0.04, c = 0.01 and c(1−c) = 0.0099. Site blocking lowers the conductivity by one per cent from the independent-vacancy value. Even the formal limit x = 1 gives c = 0.25, where the model reaches 4·0.25·0.75 = 0.75 of its maximum. Dy compensation alone therefore cannot bring the film to half occupancy, and at fixed T, a and Γ the model conductivity rises with Dy content throughout. If a film's conductivity peaks at a few per cent of dopant, site exclusion alone cannot be the cause.

At 358 K, kT = 0.03085 eV and

Γ = 10¹³ exp(−0.70/0.03085) ≈ 1.4 × 10³ s⁻¹.

In practical units one factor of e remains when kT is written in eV:

σ = 4(1.602 × 10⁻¹⁹ C)(1399 s⁻¹)(0.0099)/[(2.55 × 10⁻⁸ cm)(0.03085 V)]
≈ 1.1 × 10⁻⁸ S/cm.

This is 1.1 × 10⁻⁶ S/m. At an anneal temperature of 873 K, the same composition and barrier give 3.0 × 10⁻³ S/cm, mainly because Γ rises to 9.1 × 10⁸ s⁻¹.

At 358 K and 1 MV/cm along a cube axis, u = 0.827 and sinh(u)/u = 1.118, so the current is 12% above the linear value. For a field along a face diagonal the excess is 6%, and along a body diagonal 4%, because the field is then shared among the axes. For the cube axis:

j = (1.128 × 10⁻⁸)(10⁶)(1.118) ≈ 0.013 A/cm².

A 1 µs pulse passes 0.013 µC/cm². This is small beside a ferroelectric polarization of very roughly 20 µC/cm². Under a long bias, blocking electrodes spoil the uniform field. If the charge on the electrodes stayed fixed, an ionic charge ε₀ε_rE = 2.7 µC/cm² displaced across the film would cancel the field. The linear current displaces this much after

τ = ε₀ε_r/σ ≈ 2.4 × 10⁻⁴ s.

The film contains 193 µC/cm² of vacancy charge, so this takes a mean shift of about (2.66/193)(10 nm) = 0.14 nm, less than one site spacing. At fixed voltage the electrodes supply further charge as the ions move, so the field inside the film lasts longer than τ. The bulk formula with the applied field is therefore safe at times well below τ. At 873 K the same expression gives τ ≈ 0.9 ns.

**How far a real film departs from the model**

One assumption clearly broken at 358 K is that vacancies do not interact beyond site exclusion. At 1.18 nm, the spacing ρ^(−1/3) of an evenly spread array, the unscreened continuum repulsion between two vacancies is 0.16 eV, or 5.3kT. At 873 K it is still 2.2kT. In the random arrangement that the model predicts, the nearest vacancy is on average only 0.66 nm away, where the repulsion is 0.29 eV, or 9.4kT at 358 K. These energies show that correlations matter, but they do not by themselves give a corrected conductivity.

Dy also attracts vacancies. For a simple estimate, let dilute vacancies leave site i at rate Γexp(−B_i/kT), where B_i is the trap depth and is zero on free sites. In equilibrium the occupation of a site is proportional to exp(B_i/kT), so the flow onto each bond is Γc_free, the same everywhere. A field then gives every bond the current 2Γ sinh(u)c_free, with no accumulation. Traps therefore multiply the dilute conductivity by c_free/c. For one vacancy on 27 sites, two of them 3kT deep, the solved factor is 0.414, in agreement with 27/[25 + 2exp(3)].

With randomly placed Dy, a fraction 1 − 0.96⁴ = 0.151 of the oxygen sites has a Dy neighbour. If these sites are 0.2 eV deep, an assumed value, the factor is 0.011 at 358 K and 0.34 at 873 K. For 0.1 eV the factors are 0.22 and 0.71; for 0.4 eV they are 1.7 × 10⁻⁵ and 0.034. The continuum attraction at the nearest Dy–oxygen distance is 0.43 eV, but a continuum permittivity is doubtful at 0.22 nm. The estimate includes exclusion when it fills the traps but neglects blocking in the transport between them. It also gives every trap the same depth. Sites with two or more Dy neighbours make up 0.9% of the lattice, close to the vacancy fraction; if each Dy neighbour adds 0.2 eV, the factor falls to 0.002 at 358 K and 0.24 at 873 K. The 358 K value is sensitive to that share: arrangements in which 1.2% or 1.4% of the sites have two or more Dy neighbours give about 0.001 or 0.0005. Which shell binds is an assumption too: if the twelve cations of the second shell set the traps, a fraction 0.387 of the sites is affected and a depth of 0.2 eV gives 0.004 at 358 K. All these factors rest on the escape rule, which keeps every saddle at the same energy, so that a hop between two trap sites also costs the full depth. If the saddle instead follows the higher of the two sites, or their mean, a network of randomly placed Dy gives about 0.02 or 0.04 in place of 0.011 for the first shell at 358 K, and roughly 0.1 to 0.2 in place of 0.004 for the second shell, where many bonds join one trap site to another.

The ferroelectric phase also has inequivalent oxygen sites. If half of them lie lower by an assumed 0.1 eV, the same escape rule gives a factor of 0.077 at 358 K. If the low sites form layers and a hop between two low sites keeps the plain barrier, a reduction of this size remains across the layers but almost none along them. Tunnelling raises the hop rate by a fraction (hν/kT)²/24 to leading order, where ν is the frequency that describes the curvature of the barrier top. With ν taken equal to the attempt frequency, this is 7.5% at 358 K, or 7.9% from the full result for a parabolic barrier. Grain boundaries and electronic leakage are left out.

The 358 K conductivity is thus a reference value for the exclusion model, not a prediction for a film. At this composition, the choice between c and c(1−c) changes the result by one per cent, while a uniform trap depth of 0.2 eV next to Dy changes it by a factor of about ninety under the escape rule, or twenty to sixty if the saddles follow the site energies, and 0.2 eV per Dy neighbour by about five hundred under the escape rule. Effort in such a calculation belongs first to the binding energies and barriers. The numerical output below gives the remaining digits.

Calculated quantities

```
TESTS OF THE LAW
c = 0.01: solved current/(2 Gamma sinh u) = 0.009900, c(1-c) = 0.009900
c = 0.25: solved current/(2 Gamma sinh u) = 0.187500, c(1-c) = 0.187500
c = 0.50: solved current/(2 Gamma sinh u) = 0.250000, c(1-c) = 0.250000
c = 0.75: solved current/(2 Gamma sinh u) = 0.187500, c(1-c) = 0.187500
Occupancy at maximum solved current = 0.5000
3D, 3 vacancies on 27 sites: solved 0.102564, counted 0.102564
Largest zero-field drift, exclusion only = 0.0e+00 Gamma
Largest zero-field drift, with repulsion = 5.52 Gamma
Ring of 10: slowest relaxation rate, M=1..9: 0.381966 to 0.381966 Gamma
Ring of 12, repulsion 4 kT: peak at M = 4 (searched M = 0 to 6)
  scaled current at that peak = 0.2210, at M = 6: 0.1168
Two traps 3 kT deep on 27 sites: solved current ratio = 0.4143
EXAMPLE INPUTS (rough)
Dy fraction of cations = 0.04; charge number Z = 2
Oxygen site spacing = 0.255 nm
Migration barrier = 0.70 eV; attempt = 1e+13 Hz
Relative permittivity = 30; film = 10 nm
Field = 1.0 MV/cm; pulse = 1e-06 s
EXAMPLE RESULTS
Vacancy occupancy c = 0.0100; c(1-c) = 0.0099
Vacancy occupancy at Dy fraction 1 = 0.25
Model conductivity there / model maximum = 0.75
T = 358 K: kT = 0.03085 eV, Gamma = 1.399e+03 /s
  conductivity = 1.128e-08 S/cm, model maximum (c=1/2) = 2.848e-07 S/cm
T = 873 K: kT = 0.07523 eV, Gamma = 9.098e+08 /s
  conductivity = 3.009e-03 S/cm, model maximum (c=1/2) = 7.598e-02 S/cm
Conductivity at 358 K in SI = 1.128e-06 S/m
Vacancy density = 6.031e+20 /cm3
Vacancy mobility at 358 K = 5.837e-11 cm2/Vs
Current density at the field, 358 K = 1.261e-02 A/cm2
Charge passed in the pulse = 0.0126 uC/cm2
Dielectric relaxation time = 2.355e-04 s
Charge that screens the field = 2.66 uC/cm2
Total vacancy charge in the film = 193 uC/cm2
NEGLECTED EFFECTS
Field: u = 0.827, sinh(u)/u = 1.118
Mean vacancy distance = 1.184 nm
Vacancy repulsion there = 0.162 eV = 5.3 kT at 358 K, 2.2 kT at 873 K
Dy-vacancy continuum attraction at 0.221 nm = 0.43 eV
Share of oxygen sites next to Dy = 0.151
Dy trap 0.1 eV: conductivity factor 2.22e-01 at 358 K, 7.10e-01 at 873 K
Dy trap 0.2 eV: conductivity factor 1.08e-02 at 358 K, 3.44e-01 at 873 K
Dy trap 0.4 eV: conductivity factor 1.66e-05 at 358 K, 3.38e-02 at 873 K
Half the sites lower by 0.1 eV: factor 0.077 at 358 K
Tunnelling factor on the hop rate, 358 K = 1.075
```
